# Landau Diamagnetism and the Local Vorticity Functional: verification in Python

```python
"""
Result under test (Hartree atomic units, H = (p + A)^2 / 2, M = chi B):
  free-gas orbital susceptibility chi_L = -D/12 = -chi_P/3, D = dn/dmu;
  vorticity energy density of the noninteracting gas = (D/24) |nu|^2,
  where nu = curl(j_p/n), j_p is the paramagnetic number current, n the density;
  at zero temperature D = k_F/pi^2.
  With interactions, g_xc = k_F/(24 pi^2) * (R - 1), R = chi/chi_L.
mu: chemical potential, T: temperature as an energy, q: wave number.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

pi = np.pi
r_s = 3.0
density = 3 / (4 * pi * r_s**3)
k_F = (3 * pi**2 * density) ** (1 / 3)
E_F = k_F**2 / 2
chi_P0 = k_F / (4 * pi**2)
chi_L0 = -k_F / (12 * pi**2)
g_kin = k_F / (24 * pi**2)
to_SI = 4 * pi * constants.fine_structure**2
tesla = constants.physical_constants["atomic unit of mag. flux density"][0]


def grand(energy, mu, T):
    """Grand potential of one orbital."""
    return -T * np.logaddexp(0.0, (mu - energy) / T)


def half_line(mu, T, step):
    """Trapezoid points and weights for an integral over k >= 0."""
    k = np.arange(0.0, np.sqrt(2 * (mu + 38 * T)), step)
    w = np.full(k.size, step)
    w[0] = step / 2
    return k, w


def omega_free(mu, T, step=1e-3):
    k, w = half_line(mu, T, step)
    return np.sum(w * k**2 * grand(k**2 / 2, mu, T)) / pi**2


def omega_landau(B, mu, T, step=1e-3):
    """Sum over Landau levels, two spins without Zeeman energy."""
    k, w = half_line(mu, T, step)
    levels = (np.arange(int((mu + 38 * T) / B) + 1) + 0.5) * B
    values = grand(levels[:, None] + k[None, :]**2 / 2, mu, T)
    return B / pi * np.sum(values @ w) / pi


def dn_dmu(mu, T):
    k, w = half_line(mu, T, 1e-3)
    return np.sum(w * expit((mu - k**2 / 2) / T)) / pi**2


print(f"r_s = {r_s:.1f} bohr")
print(f"density n = {density:.6f} bohr^-3")
print(f"k_F = {k_F:.5f} bohr^-1")
print(f"E_F = {E_F:.5f} hartree")
print(f"chi_P at T=0 = {chi_P0:.6e} a.u.")
print(f"chi_L at T=0 = {chi_L0:.6e} a.u.")
print(f"chi_P at T=0, SI volume = {chi_P0 * to_SI:.4e} (dimensionless)")
print(f"chi_L at T=0, SI volume = {chi_L0 * to_SI:.4e} (dimensionless)")

# Level sums and Zeeman shifts, degenerate and warm gas
B = 0.01
print(f"field in level sums B = {B:.3f} a.u.")
for t_rel in (0.1, 1.0):
    T = t_rel * E_F
    zero = omega_free(E_F, T)
    chi_orb = -2 * (omega_landau(B, E_F, T) - zero) / B**2
    zeeman = (omega_free(E_F + B / 2, T) + omega_free(E_F - B / 2, T)) / 2
    chi_spin = -2 * (zeeman - zero) / B**2
    D = dn_dmu(E_F, T)
    assert abs(chi_orb / (-D / 12) - 1) < 1e-3
    assert abs(chi_spin / (D / 4) - 1) < 1e-3
    assert abs(chi_orb / chi_spin + 1 / 3) < 1e-3
    print(f"mu=E_F, T/E_F={t_rel:.1f}: orbital chi = {chi_orb:.6e} a.u.")
    print(f"mu=E_F, T/E_F={t_rel:.1f}: spin chi = {chi_spin:.6e} a.u.")
    print(f"mu=E_F, T/E_F={t_rel:.1f}: ratio = {chi_orb / chi_spin:.6f}")

# Magnetization is smooth for B << T and oscillates when T << B
fields = np.linspace(0.01, 0.0105, 11)
T_cold = 0.0005
spreads = []
for T, step in ((0.1 * E_F, 1e-3), (T_cold, 2e-4)):
    d = 1e-5
    m_over_b = np.array([-(omega_landau(b + d, E_F, T, step)
                           - omega_landau(b - d, E_F, T, step)) / (2 * d * b)
                         for b in fields])
    spreads.append(np.ptp(m_over_b) / abs(chi_L0))
assert spreads[0] < 0.01 and spreads[1] > 2
print(f"field scan from {fields[0]:.4f} to {fields[-1]:.4f} a.u.")
print(f"spread of M/B over |chi_L|, T=0.1 E_F: {spreads[0]:.2e}")
print(f"cold temperature = {T_cold:.4f} hartree")
print(f"spread of M/B over |chi_L|, cold gas: {spreads[1]:.2f}")


# Static transverse response at zero temperature from its momentum integral
def chi_of_q(q):
    integral = quad(lambda k: (k_F**2 - k**2)**2, -k_F, k_F,
                    weight="cauchy", wvar=-q / 2,
                    epsabs=1e-13, epsrel=1e-12)[0]
    paramagnetic = -integral / (8 * pi**2 * q)
    return -(paramagnetic + density) / q**2


for x in (0.2, 0.5, 1.0):
    ratio = chi_of_q(x * k_F) / chi_L0
    if x < 0.6:
        assert abs(ratio - (1 - x**2 / 20)) < 1e-3
    print(f"chi(q)/chi_L at T=0, q/k_F={x:.1f}: {ratio:.5f}")


def z_derivative(values, length):
    wave = 2 * pi * np.fft.fftfreq(values.size, d=length / values.size)
    return np.fft.ifft(1j * wave * np.fft.fft(values)).real


def electrons_in_wave(a, q, mu, T):
    """Diagonalize electrons in A_x = a cos(qz); return Omega/V, n, j_p, z."""
    k_max = np.sqrt(2 * (mu + 34 * T))
    step = 0.02
    m = int(np.ceil(k_max / q)) + 2
    G = q * np.arange(-m, m + 1)
    size = G.size
    n_bloch = int(np.ceil(q / step))
    bloch = q * (np.arange(n_bloch) + 0.5) / n_bloch - q / 2
    count = int(k_max / step) + 1
    kx = step * np.arange(-count, count + 1)
    ky = step * np.arange(count + 1)
    wy = np.full(ky.size, 2 * step)
    wy[0] = step
    cosine = (np.eye(size, k=1) + np.eye(size, k=-1)) / 2
    cosine2 = np.eye(size) / 2 + (np.eye(size, k=2) + np.eye(size, k=-2)) / 4
    z = 2 * pi / q * np.arange(32) / 32
    waves = np.exp(1j * np.outer(G, z))
    measure = 2 / (2 * pi)**3 * step * q / n_bloch
    omega, n_z, j_z = 0.0, np.zeros(z.size), np.zeros(z.size)
    for kb in bloch:
        H = (np.diag((kb + G)**2 / 2) + a**2 / 2 * cosine2)[None, :, :]
        H = H + kx[:, None, None] * a * cosine
        H = H + (kx**2 / 2)[:, None, None] * np.eye(size)
        e, vec = np.linalg.eigh(H)
        total = e[:, :, None] + ky**2 / 2
        omega += measure * np.sum(grand(total, mu, T) @ wy)
        occupation = expit((mu - total) / T) @ wy
        orbital2 = np.abs(np.swapaxes(vec, 1, 2) @ waves)**2
        by_kx = np.einsum("xb,xbz->xz", occupation, orbital2)
        n_z += measure * by_kx.sum(axis=0)
        j_z += measure * (kx @ by_kx)
    return omega, n_z, j_z, z


# Vorticity energy from the actual density, current and free energy
a_wave = 0.01
T = 0.1 * E_F
D = dn_dmu(E_F, T)
deviations = []
print(f"diagonalization: a = {a_wave:.3f} a.u., T = 0.1 E_F")
for x in (0.2, 0.4):
    q = x * k_F
    omega0 = electrons_in_wave(0.0, q, E_F, T)[0]
    omega, n_z, j_z, z = electrons_in_wave(a_wave, q, E_F, T)
    A = a_wave * np.cos(q * z)
    B_y = -a_wave * q * np.sin(q * z)
    nu = z_derivative(j_z / n_z, 2 * pi / q)
    internal = omega - omega0 - np.mean(j_z * A) - np.mean(n_z * A**2) / 2
    remainder = internal - np.mean(j_z**2 / (2 * n_z))
    predicted = D / 24 * np.mean(nu**2)
    slope = np.mean(nu * B_y) / np.mean(B_y**2)
    deviations.append(remainder / predicted - 1)
    assert abs(slope + 1) < 0.4 * x**2
    print(f"q/k_F={x:.1f}: nu/B = {slope:.5f}")
    print(f"q/k_F={x:.1f}: computed vorticity energy = {remainder:.5e} hartree/bohr^3")
    print(f"q/k_F={x:.1f}: local formula = {predicted:.5e} hartree/bohr^3")
    print(f"q/k_F={x:.1f}: computed/formula = {remainder / predicted:.5f}")
# The neglected gradient terms scale as q^2, so doubling q gives about four
assert abs(deviations[0]) < 0.015
assert 3 < deviations[1] / deviations[0] < 5
print(f"deviation ratio on doubling q = {deviations[1] / deviations[0]:.3f}")

# Legendre transform by numerical maximization, unit velocity j_p/n = 1
R = 0.8
g_xc = g_kin * (R - 1)
q_small = 0.05 * k_F


def internal_energy(chi):
    def negative(A):
        return -(-chi * q_small**2 * A**2 / 2
                 - density * A - density * A**2 / 2)
    return -minimize_scalar(negative, bracket=(-2.0, -0.5)).fun


xc_energy = internal_energy(R * chi_L0) - internal_energy(chi_L0)
legendre_ratio = xc_energy / (g_xc * q_small**2)
# Next order in q^2/k_F^2 is about 1e-3 here
assert abs(legendre_ratio - 1) < 3e-3
print(f"Legendre xc energy / local formula = {legendre_ratio:.5f}")

# Exchange-correlation vector potential for varying density
length = 20.0
z = length * np.arange(128) / 128
phase = 2 * pi * z / length
n_var = density * (1 + 0.3 * np.cos(phase))
j_var = 0.01 * density * (np.sin(phase) + 0.5 * np.cos(2 * phase))
g_var = (R - 1) * (3 * pi**2 * n_var)**(1 / 3) / (24 * pi**2)
direction = 0.01 * density * (np.sin(phase + 0.4) + 0.3 * np.cos(2 * phase))


def xc_functional(j):
    return length * np.mean(g_var * z_derivative(j / n_var, length)**2)


A_xc = -z_derivative(2 * g_var * z_derivative(j_var / n_var, length),
                     length) / n_var
eps = 0.01
numeric = (xc_functional(j_var + eps * direction)
           - xc_functional(j_var - eps * direction)) / (2 * eps)
analytic = length * np.mean(A_xc * direction)
assert abs(numeric) > 1e-12
assert abs(numeric / analytic - 1) < 1e-6
print(f"A_xc test: numerical/analytic derivative = {numeric / analytic:.8f}")

# Worked shear flow at zero temperature
u = 0.01
q = 0.2 * k_F
convective = density * u**2 / 4
vortical = g_kin * (u * q)**2 / 2
xc_vortical = g_xc * (u * q)**2 / 2
# A cosine of amplitude u has mean square u^2/2
zz = 2 * pi / q * np.arange(64) / 64
flow = u * np.cos(q * zz)
vorticity = z_derivative(flow, 2 * pi / q)
assert abs(np.mean(density * flow**2 / 2) / convective - 1) < 1e-10
assert abs(g_kin * np.mean(vorticity**2) / vortical - 1) < 1e-10
A_flow = -z_derivative(2 * g_xc * vorticity, 2 * pi / q) / density
print(f"shear flow: velocity amplitude = {u:.3f} a.u.")
print(f"shear flow: q = {q:.5f} bohr^-1")
print(f"shear flow: vorticity amplitude = {u * q:.5e} a.u.")
print(f"shear flow: equivalent field amplitude = {u * q * tesla:.1f} T")
print(f"kinetic vorticity coefficient = {g_kin:.6e} a.u.")
print(f"mean convective energy = {convective:.5e} hartree/bohr^3")
print(f"mean kinetic vorticity energy = {vortical:.5e} hartree/bohr^3")
print(f"vorticity/convective energy = {vortical / convective:.5f}")
print(f"chosen susceptibility ratio R = {R:.1f}")
print(f"g_xc = {g_xc:.6e} a.u.")
print(f"mean xc vorticity energy = {xc_vortical:.5e} hartree/bohr^3")
print(f"A_xc at z=0 = {A_flow[0]:.5e} a.u.")
print("every check passed")
```

It prints:

```
r_s = 3.0 bohr
density n = 0.008842 bohr^-3
k_F = 0.63972 bohr^-1
E_F = 0.20462 hartree
chi_P at T=0 = 1.620428e-02 a.u.
chi_L at T=0 = -5.401427e-03 a.u.
chi_P at T=0, SI volume = 1.0844e-05 (dimensionless)
chi_L at T=0, SI volume = -3.6145e-06 (dimensionless)
field in level sums B = 0.010 a.u.
mu=E_F, T/E_F=0.1: orbital chi = -5.378113e-03 a.u.
mu=E_F, T/E_F=0.1: spin chi = 1.613382e-02 a.u.
mu=E_F, T/E_F=0.1: ratio = -0.333344
mu=E_F, T/E_F=1.0: orbital chi = -4.916406e-03 a.u.
mu=E_F, T/E_F=1.0: spin chi = 1.474924e-02 a.u.
mu=E_F, T/E_F=1.0: ratio = -0.333333
field scan from 0.0100 to 0.0105 a.u.
spread of M/B over |chi_L|, T=0.1 E_F: 3.85e-06
cold temperature = 0.0005 hartree
spread of M/B over |chi_L|, cold gas: 10.45
chi(q)/chi_L at T=0, q/k_F=0.2: 0.99800
chi(q)/chi_L at T=0, q/k_F=0.5: 0.98739
chi(q)/chi_L at T=0, q/k_F=1.0: 0.94805
diagonalization: a = 0.010 a.u., T = 0.1 E_F
q/k_F=0.2: nu/B = -0.99019
q/k_F=0.2: computed vorticity energy = 2.17486e-09 hartree/bohr^3
q/k_F=0.2: local formula = 2.15791e-09 hartree/bohr^3
q/k_F=0.2: computed/formula = 1.00785
q/k_F=0.4: nu/B = -0.96099
q/k_F=0.4: computed vorticity energy = 8.39079e-09 hartree/bohr^3
q/k_F=0.4: local formula = 8.13008e-09 hartree/bohr^3
q/k_F=0.4: computed/formula = 1.03207
deviation ratio on doubling q = 4.084
Legendre xc energy / local formula = 1.00113
A_xc test: numerical/analytic derivative = 1.00000000
shear flow: velocity amplitude = 0.010 a.u.
shear flow: q = 0.12794 bohr^-1
shear flow: vorticity amplitude = 1.27944e-03 a.u.
shear flow: equivalent field amplitude = 300.7 T
kinetic vorticity coefficient = 2.700714e-03 a.u.
mean convective energy = 2.21049e-07 hartree/bohr^3
mean kinetic vorticity energy = 2.21049e-09 hartree/bohr^3
vorticity/convective energy = 0.01000
chosen susceptibility ratio R = 0.8
g_xc = -5.401427e-04 a.u.
mean xc vorticity energy = -4.42097e-10 hartree/bohr^3
A_xc at z=0 = -2.00000e-05 a.u.
every check passed
```
